# Source-Drain Tunnelling Against Thermal Flow: Matching Length and First Correction: verification in Python

```python
"""
Result under test: for a rectangular barrier of height V, length L and mass m,
the WKB factor exp(-2*kappa*L) at the source subband bottom equals exp(-V/kT)
at L_match = sqrt(V/(8*m))/(kT) in atomic units (near 4.6 nm for V = 0.30 eV,
m = 0.20 electron masses, T = 300 K). Equal FLOW under and over the barrier is
a different condition, and is computed separately.
Symbols: E = energy above the source subband bottom, kappa = decay constant,
b = V/kT, s = position/L from 0 to 1, inverse_mass = hbar^2/(2m) in eV nm^2.
Numerical work uses eV, nm and K. Silicon-like parameters are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import dawsn

height, mass, temperature = 0.30, 0.20, 300.0
k_boltz = const.k / const.e
free_inverse_mass = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
inverse_mass = free_inverse_mass / mass
kT = k_boltz * temperature
b = height / kT
kappa = np.sqrt(height / inverse_mass)


def rectangle(s):
    return height


def parabola(s):
    return 4 * height * s * (1 - s)


def match_length(profile, top=height, m=mass, temp=temperature, alpha=0.0):
    """Length at which the WKB exponent at E=0 equals top/(k temp)."""
    def decay(s):
        depth = max(profile(s), 0.0)
        return np.sqrt(depth * (1 - alpha * depth) * m / free_inverse_mass)
    return top / (k_boltz * temp) / (2 * quad(decay, 0, 1)[0])


def transmission(energy, length, profile, exit_drop=0.0, steps=600):
    """Integrate the wave equation from drain to source by Runge-Kutta."""
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    k_in = np.sqrt(energy / inverse_mass)
    k_out = np.sqrt((energy + exit_drop) / inverse_mass)
    psi = np.ones(energy.size, dtype=complex)
    slope = 1j * k_out
    h = -length / steps
    for i in range(steps):
        s = 1 - i / steps
        w0 = (profile(s) - energy) / inverse_mass
        wm = (profile(s - 0.5 / steps) - energy) / inverse_mass
        w1 = (profile(s - 1.0 / steps) - energy) / inverse_mass
        p1, q1 = slope, w0 * psi
        p2, q2 = slope + h * q1 / 2, wm * (psi + h * p1 / 2)
        p3, q3 = slope + h * q2 / 2, wm * (psi + h * p2 / 2)
        p4, q4 = slope + h * q3, w1 * (psi + h * p3)
        psi = psi + h * (p1 + 2 * p2 + 2 * p3 + p4) / 6
        slope = slope + h * (q1 + 2 * q2 + 2 * q3 + q4) / 6
    incident = (psi + slope / (1j * k_in)) / 2
    return (k_out / k_in) / np.abs(incident)**2


nodes, weights = np.polynomial.legendre.leggauss(80)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2


def solved_flow_ratio(length, profile, exit_drop=0.0):
    """Under-barrier flow / over-barrier flow, from the wave equation."""
    under = height * unit_nodes
    over = height + 18 * kT * unit_nodes
    energy = np.concatenate([under, over])
    measure = np.concatenate([height * unit_weights, 18 * kT * unit_weights])
    flow = measure * np.exp(-(energy - height) / kT)
    flow = flow * transmission(energy, length, profile, exit_drop)
    return flow[:80].sum() / flow[80:].sum()


def wkb_flow_ratio(length, upper=1.0):
    """WKB flow from E < upper*V, over the classical over-barrier flow."""
    a = 2 * kappa * length
    return b * quad(lambda x: np.exp(b * (1 - x) - a * np.sqrt(1 - x)),
                    0, upper, epsabs=1e-11, limit=200)[0]


def film_equal_flow(fermi, top):
    """WKB equal-flow length for a film with Fermi-Dirac source filling."""
    q = 7 * unit_nodes

    def supply(energy):
        arg = q[None, :]**2 + (energy[:, None] - fermi) / kT
        return (7 * unit_weights / (1 + np.exp(arg))).sum(axis=1)
    root = unit_nodes
    under_supply = supply(top * (1 - root**2)) * 2 * top * root * unit_weights
    over = (supply(top + 20 * kT * unit_nodes) * 20 * kT * unit_weights).sum()
    top_kappa = np.sqrt(top / inverse_mass)

    def excess(length):
        under = (under_supply * np.exp(-2 * top_kappa * length * root)).sum()
        return under / over - 1
    return brentq(excess, 4, 12)


# Matching length: quadrature in eV and nm against the atomic-unit formula.
L_match = match_length(rectangle)
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
L_formula = np.sqrt(height / hartree / (8 * mass)) / (kT / hartree) * bohr_nm
assert abs(L_match / L_formula - 1) < 1e-6
assert abs(L_match - 4.6) < 0.05

# Decay rate of the solved wave equation; E is small but not zero.
small_E = 1e-4
rate = np.log(transmission(small_E, 8, rectangle)[0]
              / transmission(small_E, 9, rectangle)[0])
assert abs(rate / (2 * kappa) - 1) < 1e-3
tiny = transmission([1e-6, 1e-5], L_match, rectangle)
assert abs(tiny[1] / tiny[0] - 10) < 0.01

# Thick-barrier edge factor; corrections are of order exp(-2*kappa*L).
x_thermal = kT / height
T_solved = transmission(kT, L_match, rectangle)[0]
T_wkb = np.exp(-2 * kappa * L_match * np.sqrt(1 - x_thermal))
edge_factor = 16 * x_thermal * (1 - x_thermal)
assert abs(T_solved / (edge_factor * T_wkb) - 1) < 1e-3

# The exponent is weakest at both ends and strongest in between.
x_grid = np.linspace(0, 1, 40001)
bracket = x_grid + np.sqrt(1 - x_grid)
assert abs(x_grid[bracket.argmax()] - 0.75) < 1e-3
assert abs(bracket.max() - 1.25) < 1e-7

# Flow ratio from its energy integral against the Dawson-function result.
R_wkb = wkb_flow_ratio(L_match)
assert abs(R_wkb / (2 * np.sqrt(b) * dawsn(np.sqrt(b) / 2)) - 1) < 1e-6
large_b = 200.0
R_large = large_b * quad(lambda u: np.exp(-large_b * u * (1 - u)), 0, 1,
                         points=[0.05, 0.95], limit=200)[0]
assert abs(R_large - 2 * (1 + 2 / large_b)) < 2e-3
low_share = wkb_flow_ratio(L_match, 0.75) / R_wkb
assert low_share > 0.5
L_equal_wkb = brentq(lambda L: wkb_flow_ratio(L) - 1, 4, 12)
R_solved = solved_flow_ratio(L_match, rectangle)
L_equal_solved = brentq(lambda L: solved_flow_ratio(L, rectangle) - 1, 4, 12)
assert L_equal_wkb > L_match and L_equal_solved > L_match

# Parabolic barrier: action between turning points, flow ratio, equal flow.
L_par = match_length(parabola)
assert abs(L_par / L_match - 4 / np.pi) < 1e-6


def parabola_exponent(x, length):
    half = np.sqrt(1 - x) / 2
    return 2 * length * quad(
        lambda s: np.sqrt(max(parabola(s) - x * height, 0) / inverse_mass),
        0.5 - half, 0.5 + half)[0]


exponents = np.array([parabola_exponent(x, L_par) for x in unit_nodes])
linear = np.pi / 2 * kappa * L_par * (1 - unit_nodes)
assert np.allclose(exponents, linear, rtol=1e-5, atol=1e-7)
R_par = b * (unit_weights * np.exp(b - b * unit_nodes - exponents)).sum()
assert abs(R_par / b - 1) < 1e-5
under_uniform = quad(lambda y: np.exp(y) / (1 + np.exp(2 * y)), 0, b)[0]
over_uniform = quad(lambda y: np.exp(-y) / (1 + np.exp(-2 * y)), 0, 40)[0]
assert abs(under_uniform / over_uniform - 1) < 1e-4
L_par_equal = brentq(lambda L: solved_flow_ratio(L, parabola) - 1, 6, 25)
# The slope jumps at the barrier feet cause reflections absent from WKB.
assert abs(L_par_equal / (2 * L_par) - 1) < 0.10

# Neglected effects, each sized with the example's own barrier.
tilt, drain_drop, alpha = 0.10, 0.50, 0.50
L_tilt = match_length(lambda s: height - tilt * s)
L_drain = brentq(lambda L: solved_flow_ratio(L, rectangle, drain_drop) - 1,
                 4, 12)
L_nonpar = match_length(rectangle, alpha=alpha)
assert abs(L_nonpar / L_match * np.sqrt(1 - alpha * height) - 1) < 1e-6
heavy_mass, hot = 0.92, 358.0
L_heavy = match_length(rectangle, m=heavy_mass)
L_hot = match_length(rectangle, temp=hot)
assert abs(L_heavy / L_match - np.sqrt(mass / heavy_mass)) < 1e-6
assert abs(L_hot / L_match - temperature / hot) < 1e-6
assert abs(film_equal_flow(-0.5, height) / L_equal_wkb - 1) < 1e-4
fermi = 0.05
L_degenerate = film_equal_flow(fermi, height + fermi)

# Hard-wall film energies: formula against finite-difference diagonalization.
thick, thin = 3.0, 2.7
wall_scale = free_inverse_mass / heavy_mass
subband_thick = wall_scale * (np.pi / thick)**2
subband_thin = wall_scale * (np.pi / thin)**2
points = 400
for width, formula in ((thick, subband_thick), (thin, subband_thin)):
    step = width / (points + 1)
    hop = wall_scale / step**2
    lowest = eigh_tridiagonal(np.full(points, 2 * hop),
                              np.full(points - 1, -hop),
                              eigvals_only=True, select="i",
                              select_range=(0, 0))[0]
    assert abs(lowest / formula - 1) < 1e-4
raised = height + subband_thin - subband_thick
L_thin = match_length(lambda s: raised, top=raised)


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("barrier height V", height, "eV", ".2f")
show("transport mass", mass, "electron masses", ".2f")
show("temperature", temperature, "K", ".0f")
show("thermal energy kT", kT, "eV", ".5f")
show("hbar^2/(2m) for this mass", inverse_mass, "eV nm^2", ".4f")
show("b = V/kT", b, "(no unit)")
show("Boltzmann factor exp(-b)", np.exp(-b), "(no unit)", ".3e")
show("decay constant kappa at E=0", kappa, "1/nm", ".4f")
show("factor-matching length, rectangle", L_match, "nm")
show("same length", 10 * L_match, "angstrom", ".2f")
show("WKB transmission at E=kT, that length", T_wkb, "(no unit)", ".3e")
show("edge factor at E=kT", edge_factor, "(no unit)")
show("solved transmission at E=kT", T_solved, "(no unit)", ".3e")
show("WKB under/over flow ratio at that length", R_wkb, "(no unit)")
show("share of WKB tunnelling from E<0.75V", low_share, "(no unit)")
show("solved under/over flow ratio there", R_solved, "(no unit)")
show("equal-flow length, rectangle, WKB", L_equal_wkb, "nm")
show("equal-flow length, rectangle, solved", L_equal_solved, "nm")
show("factor-matching base length, parabola", L_par, "nm")
show("WKB flow ratio there, parabola", R_par, "(no unit)")
show("twice that base length", 2 * L_par, "nm")
show("equal-flow base length, parabola, solved", L_par_equal, "nm")
show("fall of tilted barrier top", tilt, "eV", ".2f")
show("factor-matching length, tilted top", L_tilt, "nm")
show("drain band lowering", drain_drop, "eV", ".2f")
show("equal-flow length, lowered drain, solved", L_drain, "nm")
show("nonparabolicity", alpha, "1/eV", ".2f")
show("factor-matching length, nonparabolic", L_nonpar, "nm")
show("heavy silicon mass", heavy_mass, "electron masses", ".2f")
show("factor-matching length, heavy mass", L_heavy, "nm")
show("hot operating temperature", hot, "K", ".0f")
show("factor-matching length, hot", L_hot, "nm")
show("source Fermi level above subband bottom", fermi, "eV", ".2f")
show("barrier top above subband bottom, same case", height + fermi, "eV", ".2f")
show("equal-flow length, degenerate film, WKB", L_degenerate, "nm")
show("source film thickness", thick, "nm", ".1f")
show("thinned channel thickness", thin, "nm", ".1f")
show("subband energy, source film", subband_thick, "eV", ".4f")
show("subband energy, thinned channel", subband_thin, "eV", ".4f")
show("barrier height with thinned channel", raised, "eV", ".4f")
show("factor-matching length, thinned channel", L_thin, "nm")
print("done: every assertion held")
```

Output:

```
barrier height V: 0.30 eV
transport mass: 0.20 electron masses
temperature: 300 K
thermal energy kT: 0.02585 eV
hbar^2/(2m) for this mass: 0.1905 eV nm^2
b = V/kT: 11.605 (no unit)
Boltzmann factor exp(-b): 9.125e-06 (no unit)
decay constant kappa at E=0: 1.2549 1/nm
factor-matching length, rectangle: 4.624 nm
same length: 46.24 angstrom
WKB transmission at E=kT, that length: 1.521e-05 (no unit)
edge factor at E=kT: 1.260 (no unit)
solved transmission at E=kT: 1.917e-05 (no unit)
WKB under/over flow ratio at that length: 2.532 (no unit)
share of WKB tunnelling from E<0.75V: 0.873 (no unit)
solved under/over flow ratio there: 15.132 (no unit)
equal-flow length, rectangle, WKB: 5.107 nm
equal-flow length, rectangle, solved: 6.035 nm
factor-matching base length, parabola: 5.887 nm
WKB flow ratio there, parabola: 11.605 (no unit)
twice that base length: 11.774 nm
equal-flow base length, parabola, solved: 12.225 nm
fall of tilted barrier top: 0.10 eV
factor-matching length, tilted top: 5.073 nm
drain band lowering: 0.50 eV
equal-flow length, lowered drain, solved: 6.098 nm
nonparabolicity: 0.50 1/eV
factor-matching length, nonparabolic: 5.015 nm
heavy silicon mass: 0.92 electron masses
factor-matching length, heavy mass: 2.156 nm
hot operating temperature: 358 K
factor-matching length, hot: 3.875 nm
source Fermi level above subband bottom: 0.05 eV
barrier top above subband bottom, same case: 0.35 eV
equal-flow length, degenerate film, WKB: 5.216 nm
source film thickness: 3.0 nm
thinned channel thickness: 2.7 nm
subband energy, source film: 0.0454 eV
subband energy, thinned channel: 0.0561 eV
barrier height with thinned channel: 0.3107 eV
factor-matching length, thinned channel: 4.705 nm
done: every assertion held
```
